# Is a 15 nm Silicon Channel Ballistic? Mean Free Path from Mobility

## The decision and the small parameter

To calculate the current of a transistor with a 15 nm channel, one must first choose a transport model. Drift and diffusion with a mobility suit a channel much longer than the mean free path. A ballistic model, in which every electron injected by the source reaches the drain, suits a much shorter one. If the two lengths are comparable, neither limit will do, and scattering and injection must be treated together.

The choice depends on $\lambda/L$, where $L$ is the channel length and $\lambda$ the mean free path for backscattering. The task is to obtain $\lambda$ from a mobility $\mu=200\ \mathrm{cm^2/(V\,s)}$, and then to see how the current approaches its long-channel and short-channel limits.

The model is a wide, uniform channel on (100) silicon at 300 K. All electrons are assumed to occupy the lowest subband, which has two equivalent valleys and an isotropic in-plane mass $m=0.19\,m_0$, where $m_0$ is the free-electron mass. Scattering is elastic and isotropic in the plane, and phase interference is ignored. The drain voltage $V$ is small compared with $kT/e$, with $e>0$. The mobility is taken to be that of a long channel at the same gate field. The electrons are first treated as nondegenerate; this is corrected later.

## From mobility to scattering time and diffusion

Let collisions occur at random with mean interval $\tau$, each one erasing the memory of direction. In a field of magnitude $\mathcal E$, an electron has acceleration $a=e\mathcal E/m$ along the force. In a flight of duration $t$ it gains the distance $at^2/2$. For exponentially distributed durations, $\langle t\rangle=\tau$ and $\langle t^2\rangle=2\tau^2$, so the drift velocity is

$$
v_d=\frac{a\langle t^2\rangle/2}{\langle t\rangle}=a\tau=\frac{e\tau}{m}\mathcal E,
\qquad
\mu=\frac{e\tau}{m}.
$$

For the present mobility and mass, $\tau=m\mu/e=21.6$ fs.

Without a field, the correlation of the velocity component $v_x$ along the channel decays as $e^{-t/\tau}$. Its time integral is the diffusion coefficient:

$$
D=\int_0^\infty\langle v_x^2\rangle e^{-t/\tau}\,dt
=\langle v_x^2\rangle\tau=\frac{kT}{m}\tau=\frac{kT}{e}\mu .
$$

The third equality uses equipartition, $m\langle v_x^2\rangle/2=kT/2$. With $kT/e=25.85$ mV, $D=5.17\ \mathrm{cm^2/s}$.

## The velocity of one stream

Electrons moving toward the drain form one stream, and those moving toward the source form the other. The mean forward velocity within a stream is

$$
v_T=\frac{\int_0^\infty v_xe^{-mv_x^2/2kT}\,dv_x}
{\int_0^\infty e^{-mv_x^2/2kT}\,dv_x}
=\frac{kT/m}{\tfrac12\sqrt{2\pi kT/m}}
=\sqrt{\frac{2kT}{\pi m}} .
$$

This gives $v_T=1.234\times10^5$ m/s. It differs from the mean speed in the plane, $\langle v\rangle=\sqrt{\pi kT/(2m)}=(\pi/2)v_T=1.939\times10^5$ m/s, because $v_T$ counts only the component along the channel.

## Two streams and the transmission

Let $J_+(x)$ and $J_-(x)$ be the positive magnitudes of the two fluxes per unit width. In a distance $dx$, a fraction $dx/\lambda$ of each stream is turned into the other. This defines $\lambda$. With no field inside the channel,

$$
\frac{dJ_+}{dx}=-\frac{J_+}{\lambda}+\frac{J_-}{\lambda},
\qquad
\frac{dJ_-}{dx}=-\frac{J_+}{\lambda}+\frac{J_-}{\lambda}.
$$

In the second equation the signs follow from the direction of travel: $J_-$ grows toward smaller $x$ when forward electrons are turned back. Subtraction shows that the net flux $J=J_+-J_-$ is constant, and therefore $dJ_+/dx=-J/\lambda$.

Inject electrons at $x=0$ and let the drain at $x=L$ return none, so $J_-(L)=0$ and $J_+(L)=J$. Integration gives $J=J_+(0)-JL/\lambda$. The transmitted fraction is

$$
T=\frac{J}{J_+(0)}=\frac{1}{1+L/\lambda}=\frac{\lambda}{\lambda+L}.
$$

At low bias, $T$ is also the current divided by the ballistic current, since the opposing drain injection is transmitted with the same probability.

To find $\lambda$, consider the density $n=(J_++J_-)/v_T$ in a long channel, where both streams are close to thermal. Both fluxes have slope $-J/\lambda$, so

$$
\frac{dn}{dx}=-\frac{2J}{\lambda v_T},
\qquad
J=-\frac{\lambda v_T}{2}\frac{dn}{dx}.
$$

Comparison with $J=-D\,dn/dx$ gives

$$
\lambda=\frac{2D}{v_T}=\frac{2(kT/e)\mu}{v_T}.
$$

Using $200\ \mathrm{cm^2/(V\,s)}=0.0200\ \mathrm{m^2/(V\,s)}$,

$$
\lambda=\frac{2(0.02585)(0.0200)}{1.234\times10^5}\ \mathrm m
=8.38\ \mathrm{nm},
\qquad
T=\frac{8.38}{8.38+15}=0.358 .
$$

The channel passes a little over one third of its ballistic current. If "ballistic" is taken to mean $T\ge0.9$, it is not ballistic.

## The long-channel limit and its first correction

For $\lambda/L\ll1$, the transmission expands as

$$
T=\frac{\lambda}{L}\frac{1}{1+\lambda/L}
=\frac{\lambda}{L}\left[1-\frac{\lambda}{L}
+O\!\left(\frac{\lambda^2}{L^2}\right)\right].
$$

The leading term is ordinary diffusion. Here $\lambda/L=0.559$, so diffusion alone predicts $T=0.559$, which is 1.56 times the two-stream value. The first correction lowers the prediction to $0.559(1-0.559)=0.247$, now too small. The parameter is not small enough for this truncated series.

The inverse transmission, which is proportional to resistance, is more useful:

$$
\frac1T=\frac L\lambda+1 .
$$

The first term is the resistance of the channel and grows with length. The second is the resistance that remains in the ballistic limit, set by the finite rate at which the contacts inject electrons. In the two-stream model these two terms are the whole result. For the present channel they are 1.79 and 1, so neither can be dropped.

## The ballistic limit and its first correction

For $L/\lambda\ll1$, the two-stream result is $T=1-L/\lambda+O(L^2/\lambda^2)$. At 15 nm the first two terms give $1-1.79<0$, an impossible transmission, so this expansion does not apply either. The full formula reaches $T=0.9$ at

$$
L=\lambda\left(\frac1{0.9}-1\right)=\frac\lambda9=0.93\ \mathrm{nm}.
$$

A channel this short is far below the electron wavelength, $h/\sqrt{2mkT}=17.5$ nm at energy $kT$, so the number describes the classical model and not a device, where tunnelling and interference would enter. Within the model the length is an overestimate, because electrons differ in both angle and speed. To see the effect of angle alone, consider electrons of one speed, with free path $l$ between collisions and angle $\theta$ from the channel axis. Isotropic injection gives a flux proportional to $\cos\theta$. In a very short channel the probability of a collision is $L/(l\cos\theta)$, except at grazing angles, which carry little flux. Its flux average is

$$
\frac{\int_{-\pi/2}^{\pi/2}\cos\theta\,[L/(l\cos\theta)]\,d\theta}
{\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta}
=\frac{\pi L}{2l}.
$$

Half of the scattered electrons start backward. To leading order the reflected fraction is therefore $\pi L/(4l)$. The next section shows that $l=2\lambda/\pi$, so

$$
1-T\simeq\frac{\pi^2}{8}\frac L\lambda\approx1.23\,\frac L\lambda .
$$

The two-stream formula has the coefficient 1 and so underestimates reflection in this limit. A random walk in the plane at $L=\lambda/9$ gives $T=0.887$, a reflection of 0.113. This lies between the two-stream value 0.100 and the leading-order value 0.137, so higher orders still matter at this length. At 15 nm the walk gives $T=0.355$, against 0.358 from the formula. The walk was tested against the formula at three lengths, with an allowed relative difference of 4 percent.

## Which mean free path?

The product $\langle v\rangle\tau=4.19$ nm is half of $\lambda$. The difference comes from two averages.

At one speed $v$, isotropic directions give $\langle v_x^2\rangle=v^2/2$ and hence $D=v^2\tau/2$. The mean forward velocity of one stream is

$$
\frac1\pi\int_{-\pi/2}^{\pi/2}v\cos\theta\,d\theta=\frac{2v}{\pi}.
$$

The relation $\lambda=2D/(\text{forward velocity})$ then gives

$$
\lambda(E)=\frac{v^2\tau}{2v/\pi}=\frac\pi2v\tau=\frac\pi2l,
$$

where $E=mv^2/2$ is measured from the subband edge. This is the relation $l=2\lambda/\pi$ used above.

In a long channel, electrons of energy $E$ contribute their injected flux times $\lambda(E)/L$. The average of $\lambda(E)$ must therefore be weighted by flux, which brings a further factor $v$:

$$
\lambda=\frac\pi2\tau\frac{\langle v^2\rangle}{\langle v\rangle}.
$$

Since $\langle v^2\rangle=2kT/m$ and $\langle v\rangle^2=\pi kT/(2m)$, one has $\langle v^2\rangle=4\langle v\rangle^2/\pi$. Hence $\lambda=2\langle v\rangle\tau$, or $2(4.19)=8.38$ nm.

Transmission must also be distinguished from the absence of collisions. For one speed, the fraction that crosses without any collision is

$$
P_0=\int_0^{\pi/2}\cos\theta\,
\exp\!\left(-\frac{L}{l\cos\theta}\right)d\theta .
$$

With $l=2(8.38)/\pi=5.33$ nm, which corresponds to the speed $l/\tau=2.47\times10^5$ m/s, somewhat above the mean speed, $P_0=0.034$. Since the walk, also made for one speed, transmits 0.355 in total, about one transmitted electron in ten has avoided every collision at that speed. The others have scattered and still reached the drain.

## Energy dependence in the first correction

Using one $\lambda$ for all energies is an approximation. With $\tau$ independent of energy, as assumed in the derivation of $\mu$ and $D$, $\lambda(E)\propto\sqrt E$, and the transmission itself must be averaged over the flux:

$$
\overline T=\left\langle\frac{\lambda(E)}{\lambda(E)+L}\right\rangle_J
=\frac{\langle\lambda(E)\rangle_J}{L}
-\frac{\langle\lambda(E)^2\rangle_J}{L^2}+\cdots .
$$

The leading term is unchanged, because $\langle\lambda(E)\rangle_J=\lambda$. For the correction, put $x=E/kT$. The flux weight is $\sqrt x\,e^{-x}$, with $\langle\sqrt x\rangle_J=2/\sqrt\pi$ and $\langle x\rangle_J=3/2$. Thus

$$
\frac{\langle\lambda(E)^2\rangle_J}{\lambda^2}
=\frac{3/2}{4/\pi}=\frac{3\pi}{8}\approx1.18,
\qquad
\frac1{\overline T}=\frac L\lambda+\frac{3\pi}{8}
+O\!\left(\frac\lambda L\right).
$$

With the two-stream formula applied at each energy, the constant term in the inverse transmission rises from 1 to 1.18; the spread of angles is not included in this value. Keeping these two terms at 15 nm gives $1/(1.79+1.18)=0.337$, while the full average is 0.344. Both are below 0.358. The sign is general for a spread of paths with a fixed average, because $\lambda/(\lambda+L)$ is a concave function of $\lambda$: its second derivative is $-2L/(\lambda+L)^3$.

## Degenerate electrons

A channel that is switched on can hold enough electrons for the Pauli principle to matter. Let $f$ be the Fermi function and $\eta$ the Fermi level measured from the subband edge in units of $kT$. A small voltage changes the occupation of the injected states in proportion to $-df/dE$, so the flux weight becomes $\sqrt x\,(-df/dx)$. Keep $\mu$, and hence $\tau$, fixed, and write $\lambda(E)=\lambda_1\sqrt x$ with $\lambda_1=(\pi/2)\tau\sqrt{2kT/m}$. Integration by parts gives

$$
\lambda_{\rm deg}
=\lambda_1\frac{\int_0^\infty x(-df/dx)\,dx}
{\int_0^\infty\sqrt x\,(-df/dx)\,dx}
=\lambda_1\frac{\int_0^\infty f\,dx}
{\tfrac12\int_0^\infty x^{-1/2}f\,dx}.
$$

Define $F_0=\int_0^\infty f\,dx=\ln(1+e^\eta)$ and $F_{-1/2}=\pi^{-1/2}\int_0^\infty x^{-1/2}f\,dx$. The prefactor becomes $2\lambda_1/\sqrt\pi=\tau\sqrt{2\pi kT/m}=\pi v_T\tau$, which equals $2\langle v\rangle\tau=\lambda$. Therefore

$$
\lambda_{\rm deg}=\lambda\,\frac{F_0(\eta)}{F_{-1/2}(\eta)} .
$$

For low density, let $z=e^\eta\ll1$ and use $f=ze^{-x}-z^2e^{-2x}+\cdots$. Then $F_0=z-z^2/2+\cdots$ and $F_{-1/2}=z-z^2/\sqrt2+\cdots$, so

$$
\frac{\lambda_{\rm deg}}{\lambda}
=1+\left(\frac1{\sqrt2}-\frac12\right)z+O(z^2)
\simeq1+0.207\,\frac n{N_{2D}} .
$$

The last form uses $n=N_{2D}F_0$, where $N_{2D}=2mkT/(\pi\hbar^2)$ includes two spins and two valleys. The correction is positive because filled low-energy states shift the current toward faster electrons.

Take a sheet density of $10^{13}\ \mathrm{cm^{-2}}$. With $N_{2D}=4.10\times10^{12}\ \mathrm{cm^{-2}}$, $n/N_{2D}=2.44$ and $\eta=2.35$. This is outside the low-density regime, so the full ratio is needed:

$$
\lambda_{\rm deg}=8.38\times\frac{2.437}{1.605}\ \mathrm{nm}
=12.7\ \mathrm{nm},
\qquad
T=\frac{12.7}{12.7+15}=0.459 .
$$

Averaging with constant $\tau$ gives 0.451. Degeneracy brings the channel closer to the ballistic limit but leaves it well short of 0.9.

## If the mobility came from the short device

Suppose now that $200\ \mathrm{cm^2/(V\,s)}$ was extracted from the 15 nm device itself. Return to nondegenerate electrons. At small $V$, source and drain inject nearly equal fluxes, each close to $nv_T/2$, which differ by the fraction $eV/kT$. The net flux per electron density is

$$
\frac Jn=Tv_T\frac{eV}{2kT}\equiv\mu_{\rm app}\frac VL .
$$

The last expression defines the apparent mobility. Since $ev_T/(2kT)=\mu/\lambda$,

$$
\mu_{\rm app}=\mu\frac{TL}{\lambda}
=\mu\frac{L}{\lambda+L}=\mu(1-T).
$$

With one $\lambda$ for all energies, a long-channel mobility of $200\ \mathrm{cm^2/(V\,s)}$ would thus appear as $128\ \mathrm{cm^2/(V\,s)}$ in the short device. The reduction comes from the contact term in $1/T$, with no added scattering.

Conversely, let $\lambda_0=8.38$ nm be the path computed from an apparent mobility. Because $\lambda\propto\mu$, $\lambda_0=\lambda L/(\lambda+L)$. Solving for the true path gives

$$
\lambda=\frac{\lambda_0}{1-\lambda_0/L}
=\frac{8.38}{1-0.559}\ \mathrm{nm}=19.0\ \mathrm{nm},
\qquad
T=\frac{\lambda_0}{L}=0.559 .
$$

This inversion requires $\lambda_0<L$. With one $\lambda$ for all energies, the underlying mobility would be $453\ \mathrm{cm^2/(V\,s)}$; a spread of $\lambda$ lowers the transmission at a given mobility, so it would require a higher value. The origin of the mobility value therefore changes the estimate more than degeneracy does in this example, yet the nondegenerate channel still fails the criterion.

The two effects can also occur together. The current is proportional to $T$ and its diffusive estimate to $\lambda/L$, so the path computed from an apparent mobility equals $TL$ for degenerate electrons as well. At $10^{13}\ \mathrm{cm^{-2}}$ this gives $T=12.7/15=0.85$, close to the threshold. However, with one $\lambda$ for all energies, $\mu=\mu_{\rm app}/(1-T)$ then requires a long-channel mobility of about $1300\ \mathrm{cm^2/(V\,s)}$, and a spread of $\lambda$ requires still more. Even the lower value is several times that of an ordinary silicon inversion layer at this density. An apparent mobility of $200\ \mathrm{cm^2/(V\,s)}$ is therefore not realistic for such a channel, and the value 0.85 should not be read as a prediction.

## What the estimate supports

Within this model, the 15 nm channel is quasi-ballistic at low drain bias: transmission lies between about 0.34 and 0.56 when degeneracy and the origin of the mobility are considered separately. The value 0.85 found with both corrections is left out of this range because it requires an unrealistic mobility. A purely ballistic calculation would overestimate the nondegenerate current by a factor $1/0.358\approx2.8$ with one $\lambda$ for all energies, or $1/0.344\approx2.9$ with constant $\tau$, both from the two-stream formula, which leaves out the spread of angles.

An error in a long-channel mobility is partly damped. Since $\lambda\propto\mu$,

$$
\frac{d\ln T}{d\ln\mu}=1-\frac{\lambda}{\lambda+L}=1-T=0.64,
$$

so a 10 percent error in $\mu$ changes $T$ by about 6 percent. If the mobility was extracted from the short device, $T=\lambda_0/L$ and the error passes to $T$ undamped.

The result does not give the saturated current. At high drain bias the field varies along the channel and electrons can lose energy, so the field-free, elastic equations used here no longer apply. In a bulk silicon transistor at 300 K several subbands are usually occupied, especially at low density, and $v_T$ must then be averaged over them. The picture of classical flights between collisions is also marginal here: $\hbar/\tau=30$ meV exceeds $kT=26$ meV, and the electron wavelength at energy $kT$, 17.5 nm, is comparable to the channel length. The numbers therefore describe the model and are only estimates for a real device. Strongly anisotropic scattering would leave $\lambda=2D/v_T$ intact, because that relation rests on long-channel diffusion, but it would change the relation between $\lambda$ and $l$ and the accuracy of the two-stream formula in shorter channels. The remaining values are in the numerical output.

## Calculated quantities

```
temperature: 300 K
in-plane mass: 0.19 electron masses
mobility: 200 cm^2/(V s)
channel length: 15 nm
thermal voltage kT/e: 25.85 mV
scattering time: 21.6 fs
mean forward velocity v_T: 1.234e+05 m/s
mean speed: 1.939e+05 m/s
diffusion coefficient: 5.17 cm^2/s
mean speed times scattering time: 4.19 nm
backscattering path lambda: 8.38 nm
ratio L/lambda: 1.79
transmission T, two-flux formula: 0.358
single-speed free path 2 lambda/pi: 5.33 nm
transmission, random walk at 15 nm: 0.355
collision-free fraction, quadrature: 0.034
collision-free fraction, random walk: 0.034
ballistic threshold for T: 0.9
length where formula gives threshold: 0.93 nm
random-walk T at that length: 0.887
long test channel: 33.5 nm
formula T, long test channel: 0.200
random-walk T, long test channel: 0.199
constant-time T, nondegenerate: 0.344
chosen sheet density: 1.0e+13 cm^-2
N_2D: 4.10e+12 cm^-2
reduced Fermi level eta: 2.35
Fermi integral F_0: 2.437
Fermi integral F_-1/2: 1.605
degeneracy factor: 1.518
degenerate lambda: 12.72 nm
degenerate T, two-flux formula: 0.459
constant-time T, degenerate: 0.451
apparent mobility of 15 nm device if 200 is long-channel: 128 cm^2/(V s)
true mobility if 200 is apparent: 453 cm^2/(V s)
lambda if 200 is apparent: 19.0 nm
T if 200 is apparent: 0.559
```
